\section*{Area Conservation and Perimeter Loss in Planar Surface Diffusion, part 2}

A long silicon beam with a rounded rectangular cross-section is annealed, and atoms moving along its surface make the outline nearly circular. Its area stays fixed while its perimeter falls; what sets the rate of the fall? The beam is taken as uniform along its axis, and energies are per unit length.

The outline is a closed counterclockwise curve $\mathbf X(u,t)$ with periodic parameter $u$, time $t$, $g=|\mathbf X_u|$ and arclength element $ds=g\,du$. Subscripts denote derivatives. The tangent is $\mathbf t=(\cos\theta,\sin\theta)$, the outward normal $\mathbf n=(\sin\theta,-\cos\theta)$ and the curvature $\kappa=\theta_s$. Points move with $\mathbf X_t=V\mathbf n+W\mathbf t$, so
\begin{align}
\mathbf X_{ut}&=g\,\partial_s(V\mathbf n+W\mathbf t)\nonumber\\
&=g\left[V_s\mathbf n+V\kappa\mathbf t+W_s\mathbf t-W\kappa\mathbf n\right]\nonumber\\
&=g\left[(\kappa V+W_s)\mathbf t+(V_s-\kappa W)\mathbf n\right].
\label{eq:xut}
\end{align}
The perimeter $L$ obeys $dL/dt=\oint\kappa V\,ds$. With $\mathbf a\times\mathbf b=a_xb_y-a_yb_x$, the signed area is
\begin{equation}
A=\frac12\int\mathbf X\times\mathbf X_u\,du .
\label{eq:area}
\end{equation}

For constant surface energy $\gamma$ the chemical potential is $\mu=\mu_0+\Omega\gamma\kappa$, where $\Omega$ is the atomic volume and $\mu_0$ the flat-surface value. Surface diffusion then gives $V=B\kappa_{ss}$ with $B=D_s\nu\gamma\Omega^2/(kT)$, where $D_s$ is the surface diffusivity, $\nu$ the number of sites per unit area, $k$ Boltzmann's constant and $T$ the temperature. Hence $A$ is constant, $dL/dt=-B\oint\kappa_s^2\,ds$, and
\begin{equation}
L(0)-L(t)=B\int_0^t\oint\kappa_s^2\,ds\,dt' .
\label{eq:budget}
\end{equation}
For $A>0$ this loss cannot exceed $L(0)-\sqrt{4\pi A}$, the excess over a circle of equal area.

The computed results at the end include tests on a nonconvex curve, of polar radius $1+0.25\cos2u+0.05\sin3u$, and on the figure-eight $x=2\cos u$, $y=\sin2u+0.4\sin u$. They also test the comparison law $V=-M\kappa$, with constant $M>0$, which does not conserve area in general, and the limit $\delta L/\delta A\to\kappa$ for a narrow added bump.

\subsection{The silicon beam}

The initial outline, in nanometres, is
\begin{equation}
x=90\cos u-10\cos3u,\qquad y=45\sin u+5\sin3u .
\label{eq:beam}
\end{equation}
At $u=0$ it has $x=80$, and at $u=\pi/2$ it has $y=40$. In (\ref{eq:area}) cosine and sine terms of different order integrate to zero, while a pair $a_m\cos mu$, $b_m\sin mu$ contributes $\pi ma_mb_m$. Thus
\begin{equation}
A=\pi[90\cdot45+3(-10)(5)]=3900\pi=12252\ \mathrm{nm^2}.
\end{equation}
The circle of equal area has $R=\sqrt{3900}=62.45$ nm and perimeter 392.38 nm. The available loss is $439.55-392.38=47.16$ nm when unrounded values are subtracted.

The rough material values are $T=1273$ K, $\gamma=1.2$ J/m$^2$ $=7.49$ eV/nm$^2$, $\Omega=0.020$ nm$^3$, $\nu=7$ nm$^{-2}$ and $D_s=10^{-8}$ cm$^2$/s $=10^6$ nm$^2$/s. With $kT=0.1097$ eV,
\begin{equation}
B=\frac{10^6\times7\times7.49\times(0.020)^2}{0.1097}
=1.91\times10^5\ \mathrm{nm^4/s}.
\end{equation}
For the initial outline $\oint\kappa_s^2ds=2.429\times10^{-3}$ nm$^{-3}$. Multiplication by $B$ gives an initial perimeter loss of 464 nm/s. This rate cannot last, since it would use up the available 47 nm in 0.1 s.

The subsequent motion was calculated from the polar radius $r(\vartheta,t)$. A radial speed $r_t$ has normal component $r_tr/g$, with $g=\sqrt{r^2+r_\vartheta^2}$, so $r_t=Vg/r$. The derivative was used in the expanded form $\kappa_{ss}=\kappa_{\vartheta\vartheta}/g^2-\kappa_\vartheta g_\vartheta/g^3$, which does not impose area conservation on the discrete equations. Selected results are given below, with width and height measured through the centre along the two symmetry axes:
\begin{center}
\begin{tabular}{rrrrr}
$t$ (s) & $L$ (nm) & $-dL/dt$ (nm/s) & width & height (nm)\\
0 & 439.55 & 464 & 160.0 & 80.0\\
0.1 & 431.28 & 30.4 & 165.1 & 79.7\\
0.5 & 426.03 & 8.80 & 167.8 & 82.4\\
5 & 403.31 & 2.96 & 149.9 & 101.5\\
20 & 392.52 & 0.040 & 127.6 & 122.3
\end{tabular}
\end{center}
The separately integrated right side of (\ref{eq:budget}) agreed with the measured loss of perimeter to $4\times10^{-8}$ nm. Changing the mesh from 81 to 121 points moved $L$ by a similar amount. These figures measure numerical error, not the accuracy of the material model.

The loss rate falls by a factor of 15 in the first 0.1 s. The fall is not exponential: the rate halves within about 0.003 s, and is down by a factor of 5 at 0.03 s and of 10 at 0.07 s. A dimensional estimate gives the order of magnitude of the whole transient, not of its much faster start. A feature of size $\ell$ has $V\sim B/\ell^3$ and changes over a time $\ell/V\sim\ell^4/B$. The largest initial curvature is 0.0766 nm$^{-1}$, so the sharpest part has radius 13 nm and $\ell^4/B\approx0.15$ s. The estimate omits numerical factors and is about 50 times the halving time. The same scaling holds for the whole outline: if all lengths are multiplied by $\lambda$ at fixed shape, temperature and material, every time is multiplied by $\lambda^4$.

The width first grows, although the final circle is narrower than the beam. Near $u=0$, expansion of (\ref{eq:beam}) gives $x_{uu}\approx-360u^2$ and $y_u\approx g\approx60$. The other term in the curvature is of higher order, so $\kappa\approx-y_ux_{uu}/g^3=0.1u^2$. With $s\approx60u$, $\kappa_{ss}=0.2/60^2=5.6\times10^{-5}$ nm$^{-3}$, and the centre of the end face moves outward at $B\kappa_{ss}=11$ nm/s. It lies between two corners of higher curvature and receives atoms from both.

The top centre behaves less simply. With $v=u-\pi/2$, the same expansion gives $\kappa\approx0.0125v^2$ and $s\approx120v$, hence an initial outward speed of 0.33 nm/s. Yet the height has fallen by 0.26 nm at 0.1 s, so the motion must have reversed. At this point the initial speed therefore does not give even the direction of the displacement over 0.1 s.

\subsection{The approach to a circle}

Late in the anneal the outline is close to a circle, $r=R+\delta(\vartheta,t)$. In polar coordinates the tangent derivative $\mathbf X_\vartheta$ has components $(r_\vartheta,r)$, and $\mathbf X_{\vartheta\vartheta}$ has components $(r_{\vartheta\vartheta}-r,2r_\vartheta)$. Their cross product divided by $g^3$ is the curvature:
\begin{equation}
\kappa=\frac{r^2+2r_\vartheta^2-rr_{\vartheta\vartheta}}
{(r^2+r_\vartheta^2)^{3/2}}
\approx\frac1R-\frac{\delta+\delta_{\vartheta\vartheta}}{R^2}.
\label{eq:polar}
\end{equation}
The numerator is $R^2+2R\delta-R\delta_{\vartheta\vartheta}$ to first order, and the denominator is $R^3(1+3\delta/R)$. To this order $V=\delta_t$ and $\partial_s=R^{-1}\partial_\vartheta$, hence
\begin{equation}
\delta_t=-\frac{B}{R^4}
(\delta_{\vartheta\vartheta}+\delta_{\vartheta\vartheta\vartheta\vartheta}).
\end{equation}
For $\delta=a\cos m\vartheta$ the derivatives give $-m^2$ and $m^4$, so
\begin{equation}
a_t=-\frac{B}{R^4}m^2(m^2-1)a .
\label{eq:modes}
\end{equation}
The rate vanishes for $m=0$, a change of area, and for $m=1$, a translation. Neither is driven by surface diffusion. The slowest change of shape has $m=2$ and decays in $R^4/(12B)=6.6$ s.

The excess perimeter needs second order. Put $r=R+a_0+a\cos m\vartheta$. Fixed area requires $\pi(R+a_0)^2+\pi a^2/2=\pi R^2$, so $a_0\approx-a^2/(4R)$. Since $L\approx\int(r+r_\vartheta^2/2R)d\vartheta$,
\begin{equation}
L-2\pi R\approx2\pi a_0+\frac{\pi m^2a^2}{2R}
=\frac{\pi(m^2-1)a^2}{2R}.
\label{eq:excess}
\end{equation}
The excess is quadratic in $a$ and decays at twice the amplitude rate. For $m=2$ this is $24B/R^4=0.3017$ s$^{-1}$. The nonlinear calculation gives 0.3015 s$^{-1}$ between 20 and 30 s. At 30 s the excess is 0.0065 nm, for which (\ref{eq:excess}) gives $a=0.29$ nm. The predicted difference between width and height, $4a=1.17$ nm, agrees with the calculated 125.49 and 124.32 nm.

\subsection{Surface energy that depends on orientation}

Crystals do not have constant $\gamma$. Let $\phi=\theta-\pi/2$ be the angle of the outward normal and $E=\oint\gamma(\phi)ds$. For purely normal motion, the normal part of (\ref{eq:xut}) turns the tangent, so $\mathbf t_t=V_s\mathbf n$. Since $\mathbf t_t=-\theta_t\mathbf n$, it follows that $\phi_t=-V_s$. With primes for derivatives in $\phi$,
\begin{align}
\frac{dE}{dt}&=\oint(\gamma\kappa V-\gamma'V_s)ds
=\oint[\gamma\kappa+(\gamma')_s]V\,ds\nonumber\\
&=\oint(\gamma+\gamma'')\kappa V\,ds,
\label{eq:stiff}
\end{align}
because $(\gamma')_s=\gamma''\phi_s=\gamma''\kappa$. The chemical potential contains $\gamma+\gamma''$ in place of $\gamma$. For $\gamma=\gamma_0(1+\epsilon\cos4\phi)$ define $\beta=1-15\epsilon\cos4\phi$. With $B$ evaluated at $\gamma_0$ and $D_s\nu$ still constant, $V=B(\beta\kappa)_{ss}$ and
\begin{align}
\frac{dE}{dt}&=-\gamma_0B\oint[(\beta\kappa)_s]^2ds,\\
\frac{dL}{dt}&=-B\oint\kappa_s(\beta\kappa)_s\,ds .
\label{eq:anisoL}
\end{align}
Area is still conserved, since $V$ is still a derivative, and $E$ cannot increase. The rate of change of the perimeter no longer has a definite sign. For the initial beam, $\epsilon=+0.05$ raises the loss rate from 464 to 958 nm/s, while $\epsilon=-0.05$ makes the perimeter grow at 29 nm/s. The expansion $(\beta\kappa)_s=\beta\kappa_s+\beta_s\kappa$ shows why a 5\% modulation of $\gamma$ has this much effect. For $\epsilon=+0.05$ the factor $\beta$ in the first term lowers the loss rate by about 30 nm/s, while the second term, which contains the slope of $\beta$ along the curve, raises it by about 520 nm/s. Both contributions change sign with $\epsilon$. The large effect therefore comes from the slope of $\beta$, which runs from 0.25 to 1.75; at $|\epsilon|=1/15$ it would reach zero. These are initial rates only. For $\epsilon=-0.05$ the growth lasts about 1 ms and adds less than 0.1 nm. The time for width minus height to fall below 8 nm is about 13 s for $\epsilon=+0.05$ and 23 s for $\epsilon=-0.05$, against 18 s for the isotropic surface.

The end perimeter changes little. Consider the Wulff curve $\mathbf X=(\gamma\mathbf n+\gamma'\mathbf t)/\gamma_0$. Since $\mathbf n_\phi=\mathbf t$ and $\mathbf t_\phi=-\mathbf n$, it has $\mathbf X_\phi=\beta\mathbf t$. Hence $\kappa=1/\beta$, $\beta\kappa$ is constant, and the curve is stationary. Its perimeter is $\int\beta\,d\phi=2\pi$. Its area is $\frac12\int(1+\epsilon\cos4\phi)\beta\,d\phi=\pi(1-15\epsilon^2/2)$. At equal area its perimeter exceeds that of a circle by the factor $(1-15\epsilon^2/2)^{-1/2}=1.0095$. For the beam this is 396.1 instead of 392.4 nm. The final width and height are 132 nm for $\epsilon=+0.05$ and 120 nm for $\epsilon=-0.05$, instead of 125 nm.

\subsection{Variation along the beam}

A planar description also excludes thickness changes along the axis $z$. For a round beam of radius $r(z)=R+\eta(z,t)$, the surface area is $2\pi\int r\sqrt{1+r_z^2}\,dz$. To first order in $\eta$, its variation divided by the volume variation $2\pi r\,\delta r$ is
\begin{equation}
K=\frac{1-R\eta_{zz}}{R+\eta}\approx\frac1R-\frac{\eta}{R^2}-\eta_{zz}.
\end{equation}
This $K$ replaces $\kappa$ in the chemical potential, so $\eta_t=BK_{zz}$. A wave of wavenumber $q_z$ grows at
\begin{equation}
\Gamma=Bq_z^2\left(\frac1{R^2}-q_z^2\right).
\end{equation}
Waves longer than $2\pi R$ grow. The maximum is at $q_z^2=1/(2R^2)$, where $\Gamma=B/(4R^4)$. For this beam the fastest wave has a length of about 0.55 $\mu$m and grows by a factor $e$ in 318 s. That is 48 times the $m=2$ decay time and about 18 times the 18 s in which width minus height falls to a tenth of its initial value, so the two stages are well separated here. In 60 s such a wave on a round beam grows by about 21\%.

\subsection{Comparison with hydrogen-annealed silicon}

Annealing in low-pressure hydrogen near 1000 $^\circ$C is used to smooth and round etched silicon structures, and the example belongs to that regime. Its surface energy and densities are rough typical values. The diffusivity is the least certain input and depends strongly on temperature and surface condition. In the isotropic model a tenfold error in $D_s$ changes all times tenfold but leaves the sequence of shapes unchanged. For an assumed silicon vapour pressure of $10^{-8}$ Torr, the kinetic-theory flux $p/\sqrt{2\pi m_{\mathrm{Si}}kT}$, with $m_{\mathrm{Si}}$ the atomic mass, removes 0.022 nm in 60 s, or 0.07\% of the area. Etching by hydrogen is not included in this figure. The largest initial $\Omega\gamma\kappa/kT$ is 0.10, so a mobile-atom density proportional to $e^{\Omega\gamma\kappa/kT}$ would alter the local flux by up to about 11\%. Among the model assumptions examined here, isotropy affects the initial perimeter rate most. Silicon can form facets, which the smooth $\gamma(\phi)$ above does not describe, and a 5\% modulation of $\gamma$ doubled the initial perimeter rate or briefly reversed its sign, while it changed the overall rounding time by about 30\%. The calculated times are therefore estimates for an isotropic surface. Area conservation is the sturdier result: it holds for any closed outline that is uniform along the beam and has no net exchange of atoms, whether or not the surface is isotropic. The full set of calculated values is given in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
Dimensionless tests (B = 1, M = 1)
nonconvex: min, max curvature = -1.528, 1.546
  dL/dt moved curve, law = -34.73805, -34.73805
  |dA/dt| / integral |V| ds = 3.1e-10
  dA/dt if V = -M kappa: -6.28319
figure-eight: min, max curvature = -2.701, 2.201
  dL/dt moved curve, law = -50.24412, -50.24412
  |dA/dt| / integral |V| ds = 1.6e-10
  dA/dt if V = -M kappa: -0.00000
Bump dL/dA (narrow limit), curvature = 1.5231, 1.5232
Circle mode 2: decay rate = 12.0000 B/R^4
Circle mode 3: decay rate = 72.0000 B/R^4
Circle mode 5: decay rate = 599.9999 B/R^4
Silicon beam: rough inputs
T = 1273 K, kT = 0.10970 eV
gamma = 1.20 J/m^2 = 7.4898 eV/nm^2
Omega = 0.020 nm^3, nu = 7.0 nm^-2
D_s = 1.0e-08 cm^2/s = 1.0e+06 nm^2/s
B = 1.9117e+05 nm^4/s
Initial area = 12252.211 nm^2, perimeter = 439.5458 nm
Equal-area circle: R = 62.4500 nm, perimeter = 392.3848 nm
Largest curvature = 0.07660 nm^-1
Initial integral kappa_s^2 ds = 2.42917e-03 nm^-3
Initial -dL/dt = 464.3924 nm/s
t(s)  L(nm)  A(nm^2)  loss(nm)  -dL/dt(nm/s)  width  height(nm)
 0.0  439.5458  12252.211   0.0000  4.644e+02  160.000   80.000
 0.1  431.2811  12252.211   8.2648  3.041e+01  165.108   79.742
 0.5  426.0255  12252.211  13.5203  8.803e+00  167.763   82.446
 2.0  415.9829  12252.211  23.5630  5.664e+00  162.348   90.722
 5.0  403.3056  12252.211  36.2403  2.960e+00  149.884  101.482
10.0  395.0145  12252.211  44.5313  7.729e-01  136.910  113.263
20.0  392.5168  12252.211  47.0290  3.978e-02  127.555  122.264
30.0  392.3913  12252.211  47.1546  1.953e-03  125.486  124.315
60.0  392.3848  12252.211  47.1611  2.293e-07  124.906  124.894
Largest relative area drift = 4.8e-11
Largest perimeter-budget error = 3.4e-08 nm
Perimeter shift, 81 to 121 mesh points = 3.6e-08 nm
Late excess decay: run, 24B/R^4 = 0.30153, 0.30165 1/s
Neglected effects
Si vapour 1e-08 Torr: recession in 60 s = 0.0223 nm
  area lost by evaporation = 0.072 %
Largest Omega*gamma*kappa/kT = 0.1046
Anisotropy +0.05: initial -dL/dt = 957.584 nm/s
Anisotropy -0.05: initial -dL/dt = -28.799 nm/s
Wulff end perimeter = 396.116 nm (0.95 % above circle)
Axial break-up: wavelength = 552.7 nm, e-fold time = 318.3 s
Mode-2 rounding time R^4/(12B) = 6.630 s
\end{verbatim}
